# Comment on placing film-energy maxima where a subband touches the Fermi level

**The argument under review**

The argument concerns a metal film whose thickness grows while its electrons stay in equilibrium with a large reservoir. It runs as follows. Confinement splits the electron states into subbands, which sink as the film thickens. Each time a new subband reaches the Fermi level, the density of states there jumps. The new states are the most energetic occupied ones, so the film energy must be at a maximum at that thickness, and growth should avoid it.

The statements about the subbands and the density of states are correct, and the new states do lie at the top of the occupied range. The conclusion about the energy does not follow from them, and the model the argument relies on can be solved far enough to show where the maximum lies.

**Which energy, and what one subband contributes**

Take free electrons of mass \(m\) and spin 1/2 between hard walls a distance \(L\) apart, at zero temperature. Energies are measured from the band bottom. The reservoir fixes the chemical potential \(\mu\), so the energy that decides between thicknesses is the grand potential \(\Omega\), not the sum of the electron energies. Let

\[
k_F=\frac{\sqrt{2m\mu}}{\hbar},\qquad \nu=\frac{k_FL}{\pi},\qquad E_n=\frac{\hbar^2\pi^2n^2}{2mL^2}=\mu\,\frac{n^2}{\nu^2}.
\]

Subband \(n\) touches the Fermi level when \(\nu=n\).

Motion along the film gives each subband \(2\cdot2\pi k\,dk/(2\pi)^2\) states per area, spin included. Since \(k\,dk=m\,dE/\hbar^2\), the density of states is the constant \(D=m/(\pi\hbar^2)\). An electron of energy \(E\) contributes \(E-\mu\) to \(\Omega\), so a filled subband gives, per area,

\[
\int_{E_n}^{\mu}D\,(E-\mu)\,dE=-\frac D2(\mu-E_n)^2 .
\]

This already weakens the argument. An electron at the Fermi level costs nothing at fixed \(\mu\), because the reservoir supplies it at energy \(\mu\). The touching subband contributes zero, and the first derivative of its contribution is zero too. The jump in the density of states appears only in the second derivative of \(\Omega\).

**The sum over subbands**

Per area \(A\), and in units of \(D\mu^2\),

\[
\omega(\nu)=\frac{\Omega}{AD\mu^2}=-\frac12S,\qquad S=\sum_{1\le n\le\nu}\Big(1-\frac{n^2}{\nu^2}\Big)^2 .
\]

Let \(f(n)=(1-n^2/\nu^2)^2\) for \(|n|\le\nu\) and zero outside. This function is even and \(f(0)=1\), so \(S\) is half of the sum over all integers, less 1/2. Poisson summation turns the full sum into integrals. With \(n=\nu u\) and \(z=2\pi k\nu\),

\[
S=-\frac12+\frac{\nu}{2}I(0)+\nu\sum_{k=1}^{\infty}I(2\pi k\nu),\qquad I(z)=\int_{-1}^{1}(1-u^2)^2\cos(zu)\,du .
\]

The terms \(k\) and \(-k\) are equal, which cancels the factor 1/2 in the last sum. For \(k=0\), \(I(0)=2-\tfrac43+\tfrac25=\tfrac{16}{15}\).

For \(k\ge1\), integrate by parts. The function \(g=(1-u^2)^2\) and its derivative \(g'\) vanish at \(u=\pm1\), so two integrations leave no boundary terms:

\[
I=-\frac1{z^2}\int_{-1}^{1}g''\cos(zu)\,du .
\]

Here \(g''=12u^2-4\) equals 8 at both ends, \(g'''=24u\) and \(g''''=24\). Two more integrations give

\[
\int_{-1}^{1}g''\cos(zu)\,du=\frac{16\sin z}{z}+\frac{48\cos z}{z^2}-\frac{48\sin z}{z^3},
\]

\[
I(z)=-\frac{16\sin z}{z^3}-\frac{48\cos z}{z^4}+\frac{48\sin z}{z^5}.
\]

With \(\omega=-S/2\) this becomes

\[
\omega=-\frac{4\nu}{15}+\frac14+w(\nu),
\]

\[
w=\frac1{\pi^3\nu^2}\sum_k\frac{\sin2\pi k\nu}{k^3}+\frac{3}{2\pi^4\nu^3}\sum_k\frac{\cos2\pi k\nu}{k^4}-\frac{3}{4\pi^5\nu^4}\sum_k\frac{\sin2\pi k\nu}{k^5}.
\]

The term linear in \(\nu\) is the bulk part and the constant is the surface part. The oscillation is \(w\). The distinction matters because every \(E_n\) falls as \(L\) grows, so the complete \(\Omega\) of this electron gas falls steadily and has no maxima. In a metal the ions balance the bulk electron pressure. "Film energy" is therefore taken here to mean the energy left after the bulk and surface terms are removed.

The three series depend on \(x\), the fractional part of \(\nu\). Start from \(B_2(x)=x^2-x+\tfrac16\) on \(0\le x\le1\). Its mean is zero, and its symmetry about \(x=\tfrac12\) excludes sine terms. Two integrations by parts give its cosine coefficients,

\[
2\int_0^1B_2\cos(2\pi kx)\,dx=\frac{4}{(2\pi k)^2}=\frac1{\pi^2k^2},
\]

so \(\sum_k\cos(2\pi kx)/k^2=\pi^2B_2(x)\). Integrating term by term, with each integration constant fixed by the zero mean of the cosine series or the zero of the sine series at \(x=0\), gives

\[
\sum_k\frac{\sin2\pi kx}{k^3}=\frac{2\pi^3}{3}B_3,\quad
\sum_k\frac{\cos2\pi kx}{k^4}=-\frac{\pi^4}{3}B_4,\quad
\sum_k\frac{\sin2\pi kx}{k^5}=-\frac{2\pi^5}{15}B_5,
\]

where \(B_3=x^3-\tfrac32x^2+\tfrac12x\), \(B_4=x^4-2x^3+x^2-\tfrac1{30}\) and \(B_5=x^5-\tfrac52x^4+\tfrac53x^3-\tfrac16x\). Hence

\[
w=\frac{2B_3(x)}{3\nu^2}-\frac{B_4(x)}{2\nu^3}+\frac{B_5(x)}{10\nu^4}.
\]

Nothing has been neglected. At \(\nu=1\), for example, the one subband only touches and \(\omega\) must vanish; the formula gives \(-\tfrac4{15}+\tfrac14+\tfrac1{60}=0\).

**Where the oscillation is zero and where it is largest**

The leading term contains \(B_3=x(x-\tfrac12)(x-1)\), which is zero at touching, \(x=0\). Since \(B_4(0)=-\tfrac1{30}\) and \(B_5(0)=0\), what remains there is

\[
w_{\rm touch}=\frac1{60\nu^3}.
\]

The leading term also vanishes at \(x=\tfrac12\), midway between touchings, so a zero of the oscillation does not by itself identify a touching.

Because \(B_3'=3B_2\), the slope at leading order is

\[
\frac{dw}{d\nu}\simeq\frac{2B_2(x)}{\nu^2}.
\]

\(B_2\) reaches its largest value, 1/6, at touching, with a cusp: its slope is \(+1\) just before and \(-1\) just after. The energy oscillation therefore rises fastest at touching. In terms of pressure, the outward push of the electrons on the walls is lowest there relative to its bulk value. Beyond touching the new subband begins to push, and the rise slows.

The extrema lie where \(B_2=0\), at \(x_\pm=\tfrac12\pm\tfrac{\sqrt3}{6}\). The slope changes from positive to negative at \(x_-\approx0.211\), the maximum, and from negative to positive at \(x_+\approx0.789\), the minimum. At \(x_-\), put \(y=x-\tfrac12=-\tfrac{\sqrt3}6\). Then \(B_3=y(y^2-\tfrac14)=\tfrac{\sqrt3}{36}\), so

\[
w_{\max}\simeq\frac{\sqrt3}{54\,\nu^2},\qquad \frac{w_{\rm touch}}{w_{\max}}\simeq\frac{3\sqrt3}{10\,\nu}.
\]

The next order shifts the extrema slightly. With \(B_4'=4B_3\), the slope through order \(\nu^{-3}\) is \(2B_2/\nu^2-(\tfrac43+2)B_3/\nu^3\), and it vanishes when \(B_2=5B_3/(3\nu)\). Write \(x=x_-+\delta\) and use \(B_2'(x_-)=-\tfrac{\sqrt3}3\):

\[
-\frac{\sqrt3}{3}\,\delta=\frac{5\sqrt3}{108\,\nu}\quad\Rightarrow\quad\delta=-\frac{5}{36\,\nu}.
\]

At \(x_+\) both \(B_3\) and \(B_2'\) change sign, so the shift is the same.

**What does peak at touching**

The areal electron density is \(n_s=-\partial(\Omega/A)/\partial\mu\) at fixed \(L\). Since \(\Omega/A=D\mu^2\omega(\nu)\) and \(\nu\propto\sqrt\mu\),

\[
n_s=-D\mu\Big(2\omega+\frac\nu2\frac{d\omega}{d\nu}\Big)\simeq D\mu\Big(\frac{2\nu}3-\frac12-\frac{B_2(x)}{\nu}\Big).
\]

At fixed \(\mu\) the film thus holds the fewest electrons, relative to the smooth trend, at touching. Suppose instead that the film is isolated and its density is fixed at the smooth value \(D\mu(2\nu/3-\tfrac12)\), where \(\mu\) and \(\nu\) keep their bulk meaning. Its own Fermi level must then rise to restore the missing electrons. With about \(\nu\) filled subbands, \(\chi=\partial n_s/\partial\mu\simeq D\nu\), and the rise is

\[
\delta\mu\simeq\frac{\mu B_2(x)}{\nu^2}.
\]

This does have a cusp maximum at touching, to leading order. The argument under review would be right about the Fermi level of an isolated film; it is wrong about the energy.

The energy of the isolated film, measured as \(E/A-\mu n_s\), follows by expanding about the reservoir value. If \(n_\mu\) is the density at \(\mu\), then \(n_s=n_\mu+\chi\,\delta\mu\) and

\[
\frac EA-\mu n_s=\frac{\Omega(\mu)}A-n_\mu\delta\mu-\frac\chi2\delta\mu^2+n_s\delta\mu=\frac{\Omega(\mu)}A+\frac\chi2\delta\mu^2 .
\]

The added term is \(D\mu^2B_2^2/(2\nu^3)\), one order below the leading oscillation. The maximum stays near \(x_-\). Electrostatic energy is left out of this estimate, and it limits the fixed-\(\mu\) picture. At touching, a film with a rigid potential would lack about \(D\mu/(6\nu)\) electrons per area, and the field energy of that charge can exceed the oscillation itself. A real metal film in contact with a reservoir therefore stays nearly neutral by shifting its potential, and the fixed-number result is the closer guide to its energy.

**Walls of finite height**

Real electrons leak out of the film. Let the well depth be \(\hbar^2k_0^2/2m\), larger than \(\mu\) and independent of \(L\). Inside, \(\psi\propto\sin(ks+\varphi)\) at distance \(s\) from a wall; outside it decays at the rate \(\kappa=\sqrt{k_0^2-k^2}\). Matching the logarithmic derivative gives \(k\cot\varphi=\kappa\), so \(\sin\varphi=k/k_0\). Both walls together require \(kL+2\varphi=n\pi\), or

\[
n(k)=\frac1\pi\Big[kL+2\arcsin\frac k{k_0}\Big].
\]

This is odd in \(k\), so the energy is again even in \(n\) and the Poisson sum applies as before. Its smooth part is linear in \(L\), because \(dn/dk\) is. The leading oscillation comes from the second derivative of \((1-k^2/k_F^2)^2\) with respect to \(n\) at the Fermi edge. That was \(8/\nu^2\) for hard walls and is now \(8/[k_Fn'(k_F)]^2\). Therefore

\[
w\simeq\frac{2B_3(\{n(k_F)\})}{3\,[k_Fn'(k_F)]^2},
\]

where braces denote the fractional part. The thickness at which touching occurs has moved, but the leading oscillation is still zero there. The condition is total reflection at both walls. A substrate that transmits electrons at the Fermi level has no sharp subbands and is outside this result.

**Numbers for a film about 3 nm thick**

Take model inputs chosen to resemble lead with (111) surfaces: \(\mu=9.5\) eV, the free-electron mass, a work function of 4.2 eV and a layer spacing set to 0.286 nm. They define the example and are not reference data. Then \(k_F=15.79\) nm\(^{-1}\), the period is \(\pi/k_F=0.199\) nm, and \(D\mu^2=377\) eV/nm².

Subband 15 touches at \(L=15\pi/k_F=2.98\) nm. The residue there is \(377\,000/(60\times15^3)=1.9\) meV/nm². Numerical maximization of \(w\) puts the maximum at \(\nu=15.202\), or 3.02 nm; the expansion gives \(15+0.2113-0.0093=15.202\). Its height is 53 meV/nm², or 5.6 meV per surface atom, each atom occupying 0.106 nm². By then the subband lies 0.25 eV below the Fermi level. The preceding minimum, \(-55\) meV/nm², lies at 2.94 nm, with the subband still 0.29 eV above it. Touching falls between the two, at 3.5% of the peak.

The neglected effects can be sized for the same subband.

- **Fixed electron number.** Solving the number condition directly raises the Fermi level by 7.3 meV at touching; the estimate \(\mu/(6\nu^2)\) gives 7.0 meV. The higher Fermi level makes the subband touch earlier, by \(1/(12\nu)\) in index, at \(\nu=14.994\), where \(w\) is lower by \(1/(36\nu^3)\). With the added term \(1/(72\nu^3)\) the residue is \((\tfrac1{60}-\tfrac1{36}+\tfrac1{72})/\nu^3=1/(360\nu^3)\), or 0.3 meV/nm², against an unchanged peak of 53 meV/nm². At \(\nu=15\) itself the value is 3.4 meV/nm².
- **Finite walls.** With the levels solved numerically, the oscillation is 1.5 meV/nm² at touching and 50 meV/nm² at the maximum.
- **Temperature.** Thermal smearing averages \(\Omega\) over energies within a few \(k_BT\) of \(\mu\). To first order in energy, the phase \(2\pi k\nu\) changes by \(\pi k\nu(E-\mu)/\mu\). Averaging with the derivative of the Fermi function multiplies harmonic \(k\) by \(X/\sinh X\), where \(X=\pi^2k\nu k_BT/\mu\). A direct thermal sum at 300 K, at fixed \(\mu\) and fixed thickness, lowers the peak value by 2.6% and leaves the touching value at 1.9 meV/nm².

**Whole atomic layers**

A film of \(p\) layers samples the curve at separate points. For hard walls, neutrality on average requires \(\tfrac23\nu-\tfrac12=\tfrac23pdk_F/\pi\), with \(d\) the layer spacing, so \(\nu=pdk_F/\pi+\tfrac34\): the walls stand slightly outside the atomic film. For finite walls the same neutrality condition, with the smooth density integrated numerically, fixes \(L\). The energies below are oscillations at fixed \(\mu\), in meV/nm²; the index is \(\nu\) or \(n(k_F)\). Fixing the electron number instead would add the term found earlier, at most about \(D\mu^2/(72\nu^3)\), which is below 3 meV/nm² for these films.

| Layers | Index, hard | Energy | Index, finite | Energy |
|---|---|---|---|---|
| 8 | 12.25 | 78 | 12.30 | 66 |
| 9 | 13.69 | −55 | 13.74 | −58 |
| 10 | 15.13 | 46 | 15.17 | 49 |
| 11 | 16.56 | −15 | 16.61 | −24 |
| 12 | 18.00 | 1 | 18.05 | 16 |
| 13 | 19.44 | 9 | 19.49 | 2 |

The film nearest touching has 12 layers, and in neither model is it the highest. That does not make it stable. Against splitting into its neighbours, the test is the second difference of the tabulated energies over \(p-1\), \(p\), \(p+1\), from which the bulk and surface terms drop out; a negative value means unstable. For 12 layers it is \(-8\) meV/nm² with hard walls and \(-54\) with finite walls, where the film is a local maximum; for 10 layers it is about \(-160\) and \(-180\). Part of the lead of the 8-layer film comes from the decay of the amplitude as \(1/\nu^2\). A fairer measure is the local peak near \(\nu=18\), which is \(\sqrt3\times377\,000/(54\times18^2)\approx37\) meV/nm²; the 12-layer film reaches 1 with hard walls and 16 with finite walls.

The two models disagree about the order of 12 and 13 layers. The steep slope at touching explains the change at 12: it is \(D\mu^2/(3\nu^2)\approx390\) meV/nm² per unit of index, so a shift of 0.047 would add about 18 meV/nm² at constant slope; the slope falls beyond touching, and the actual change is about 15 meV/nm². Among films of similar thickness, one at touching is thus the most sensitive to the wall phase.

Measured lead (111) films do show quantum-size oscillations with a nearly two-layer alternation. In the model two layers advance the index by about 2.9, close to 3, which gives such an alternation and lets it slip. The agreement should not be pressed to individual layer numbers. A 1% error in \(k_F\), or 2% in \(\mu\), moves the index of the 10-layer film by about 0.14, most of the distance from touching to the maximum. The lattice band structure, the self-consistent potential, strain and the substrate can all shift the phase, and none is included here.

The advice to avoid the touching thicknesses should therefore be withdrawn as a general rule, because touching is not the energy maximum. A film near touching can still be unstable, as the 12-layer film shows: the maximum lies only about 0.04 nm beyond touching, far less than one layer. A replacement needs the reflection phases of the actual film and substrate, and must compare energies at whole layer numbers.

All numerical values are calculated from the stated model.
